# Eigenvalue Clusters and the Block Boundary in Preconditioned Eigensolvers

**The argument under comment**

The manuscript seeks the lowest eigenvectors of a symmetric matrix with a block preconditioned eigensolver. The matrix has eigenvalues 1, 2, 2.97, 2.98, 2.99, 3.00, and then 114 evenly spaced values from 4 to 100. All quantities are dimensionless. The argument runs:

> "The solver must tell apart eigenvalues that differ by 0.01, so this spacing governs the number of steps. Enlarging the block from four vectors to six brings more of the close eigenvalues into the calculation and cannot help. We therefore use four."

The spacing enters the convergence bound only while the block ends inside the cluster, as a block of four does; for a block of six it drops out, so the premise fails and the recommendation fails with it. The solver has to separate the block from what lies outside it. It need not resolve the eigenvalues within the block in order to converge to their common subspace. A block of four cuts the cluster; a block of six contains it.

**1. The method does not depend on the basis inside the block**

Let $A$ be real symmetric with eigenvalues $\lambda_1\le\dots\le\lambda_n$, let $X$ hold $m$ orthonormal vectors, and assume $\lambda_m<\lambda_{m+1}$. One symmetric positive definite preconditioner $T$ is used for all columns. With

$$H=X^TAX,\qquad R=AX-XH,$$

block steepest descent finds the $m$ lowest Ritz vectors in $\mathrm{span}\{X,TR\}$. LOBPCG adds a block $P$ of previous search directions, so its trial space contains this one.

Take another basis $Y=XC$ of the same subspace, with $C$ invertible. Since $Y^TY=C^TC$ and $Y^TAY=C^THC$, its residual is

$$AY-Y(Y^TY)^{-1}Y^TAY=AXC-XC\,C^{-1}C^{-T}C^THC=RC .$$

Thus $\mathrm{span}\{X,TR\}$ is unchanged, and we may analyse the step in any convenient basis. This argument needs the common $T$: with a different preconditioner for each column, $TRC$ has no such simple counterpart.

**2. Which gaps appear in the energy**

Work in the eigenbasis of $A$. Let $\Lambda_w$ contain the $m$ wanted eigenvalues and $\Lambda_e$ the excluded ones. A subspace near the wanted one has a basis

$$Y=\begin{pmatrix}I\\ Z\end{pmatrix},\qquad G=Z^TZ,$$

where column $z_i$ is the excluded contamination of wanted vector $i$. The sum of the Ritz values is $\mathrm{tr}[(I+G)^{-1}(\Lambda_w+Z^T\Lambda_eZ)]$. Subtracting $\mathrm{tr}\,\Lambda_w=\mathrm{tr}[(I+G)^{-1}(I+G)\Lambda_w]$ gives the excess

$$\Delta E=\mathrm{tr}\big[(I+G)^{-1}(Z^T\Lambda_eZ-G\Lambda_w)\big].$$

The second factor is already quadratic in $Z$, so replacing $(I+G)^{-1}$ by $I$ leaves an error $O(Z^4)$:

$$\Delta E=\sum_{i\le m}z_i^TB_iz_i+O(Z^4),\qquad B_i=\Lambda_e-\lambda_i I .$$

The curvatures are $\lambda_a-\lambda_i$, with $a$ outside the block and $i$ inside. No difference between two block eigenvalues occurs. Rotating wanted vectors among themselves leaves the subspace, and hence the Ritz sum, unchanged.

A small excess also controls the subspace error. Let $p_a\in[0,1]$ be the weight of eigenvector $a$ in the subspace, so that $\sum_ap_a=m$. The excluded weight $w=\sum_{a>m}p_a$ equals the missing wanted weight $\sum_{i\le m}(1-p_i)$. Therefore

$$\Delta E=\sum_{a>m}\lambda_ap_a-\sum_{i\le m}\lambda_i(1-p_i)\ \ge\ (\lambda_{m+1}-\lambda_m)\,w .$$

When the outside gap is 0.01 this control is weak: the Ritz sum can look good while the vectors are still wrong. If only that sum is needed, and only to an accuracy coarser than the largest change a wrong choice within the cluster can cause, cutting the cluster may be harmless: for $m=4$, taking 2.99 and 3.00 in place of 2.97 and 2.98 changes the sum by just 0.04.

**3. One step of the iteration**

In the basis $Y$,

$$(Y^TY)^{-1}Y^TAY=(I+G)^{-1}(\Lambda_w+Z^T\Lambda_eZ)=\Lambda_w+O(Z^2).$$

The wanted part of the residual is therefore $O(Z^2)$. Its excluded part is $\Lambda_eZ-Z\Lambda_w+O(Z^3)$, whose column $i$ is $B_iz_i+O(Z^3)$.

Subtract $\tau_i$ times the preconditioned residual from column $i$. With $T_{ee}$ the excluded block of $T$, the excluded part becomes $(I-\tau_iT_{ee}B_i)z_i+O(Z^2)$. The wanted part becomes $I-K$ with $K=O(Z)$, because $T$ also couples excluded to wanted components. Multiplying by $(I-K)^{-1}$ restores the form $(I;Z')$. It alters the excluded part, itself $O(Z)$, at second order only. Hence

$$z_i'=(I-\tau_iT_{ee}B_i)z_i+O(Z^2).$$

Put $u_i=B_i^{1/2}z_i$, which is allowed because $B_i$ is positive. Then

$$u_i'=(I-\tau_iM_i)u_i+O(Z^2),\qquad M_i=B_i^{1/2}T_{ee}B_i^{1/2}.$$

Let $M_i$ have extreme eigenvalues $\mu_{\min,i},\mu_{\max,i}$ and condition number $\kappa_i=\mu_{\max,i}/\mu_{\min,i}$. The choice $\tau_i=2/(\mu_{\min,i}+\mu_{\max,i})$ makes $|1-\tau_i\mu|\le(\kappa_i-1)/(\kappa_i+1)$ for every eigenvalue $\mu$ of $M_i$.

The solver need not know these $\tau_i$. The $m$ lowest Ritz values in the trial space have the smallest sum attainable by any $m$-dimensional subspace of it; this is the inequality $\Delta E\ge0$ applied to $A$ restricted to the trial space. The subspace just built is one candidate, so

$$\Delta E'\le\big[\rho^2+O(\|Z\|)\big]\Delta E,\qquad \rho=\max_{i\le m}\frac{\kappa_i-1}{\kappa_i+1}.$$

The relative correction is $O(\|Z\|)$ because the neglected terms are cubic, while $\Delta E$ is at least of order $(\lambda_{m+1}-\lambda_m)\|Z\|^2$. Its constant can grow as the outside gap closes, but contains no inverse internal splitting. The bound is local and holds for LOBPCG too, whose trial space is larger.

**4. From the gap to the rate**

The gap acts through $\kappa_i$, so the preconditioner matters. In the example $T=A^{-1/2}SA^{-1/2}$, where $S$ is a random symmetric matrix with eigenvalues from 0.8 to 1.2 and condition number $s=1.5$. Then

$$x^TM_ix=y^TS_{ee}y,\qquad y=(B_i\Lambda_e^{-1})^{1/2}x .$$

The diagonal matrix $B_i\Lambda_e^{-1}$ has entries $1-\lambda_i/\lambda_a$, which increase with $\lambda_a$ for positive $\lambda_i$. Each extreme eigenvalue of $M_i$ lies between 0.8 and 1.2 times the corresponding extreme entry. Consequently

$$\frac{D_i}{s}\le\kappa_i\le sD_i,\qquad D_i=\frac{1-\lambda_i/\lambda_n}{1-\lambda_i/\lambda_{m+1}}=\frac{\lambda_{m+1}(\lambda_n-\lambda_i)}{\lambda_n(\lambda_{m+1}-\lambda_i)} .$$

For the last vector of the manuscript's block, $m=4$,

$$D_4=\frac{2.99\times97.02}{100\times0.01}\approx290,$$

and the computed value is $\kappa_4\approx340$. For $m=6$,

$$D_6=\frac{4\times97}{100\times1}=3.88,$$

and $\kappa_6\approx4.53$. The guaranteed energy factors per step are $(339/341)^2\approx0.988$ and $(3.53/5.53)^2\approx0.41$.

A small gap does not force a large $\kappa_i$ for every conceivable $T$: if $T_{ee}=B_i^{-1}$, then $M_i=I$ and $\kappa_i=1$. With a common $T$ this is exact for one eigenvalue only, and columns whose eigenvalues lie far from it can have large condition numbers: for $m=4$ and $T_{ee}=B_4^{-1}$, $M_1$ has entries $(\lambda_a-\lambda_1)/(\lambda_a-\lambda_4)$ running from 199 to 1.02, so $\kappa_1\approx195$, while for the neighbouring third column the entries run from $0.02/0.01=2$ to about 1, so $\kappa_3\approx2$. The large $\kappa_1$ weakens the bound but need not slow the solver: with this $T_{ee}$ and $\Lambda_w^{-1}$ on the wanted space, LOBPCG for $m=4$ converges in about ten steps from the random start of section 5. The compromise $T_{ee}=(B_1B_4)^{-1/2}$ keeps all four $\kappa_i$ at or below $\sqrt{195}\approx14$. Both choices presuppose knowledge of the excluded eigenvectors near the block. A preconditioner that merely approximates $A^{-1}$, as here, does not remove the gap.

**5. The slowness is real**

A poor upper bound does not prove slow convergence. Consider therefore the simpler iteration with one fixed step $\tau=1/\mu_{\max}$, where $\mu_{\max}$ and $\mu_{\min}$ are now extremes over all columns. Its linearized error factors are $1-\tau\mu\ge0$, so a generic start eventually decays by $1-\mu_{\min}/\mu_{\max}$ per step. For $m=4$ the predicted and measured factors are both 0.9972. For $m=6$ they are 0.788 and 0.785; one minus the factor differs by about 1% of its predicted value. The prediction is asymptotic, the run stopped at an error of $10^{-10}$, and the source of the remaining difference was not examined.

The optimized methods were started from the first $m$ columns of one random orthonormal block, with one draw of $S$, and steps were counted until the norm of the excluded part of $X$ stayed below $10^{-6}$. The counts belong to this single run, and the larger ones are not fixed to the last digit: for $m=3$ and $m=4$ the LOBPCG counts shift by about five steps with the way the trial basis is built. Steepest descent needed about 2600 steps for $m=4$ and 33 for $m=6$. LOBPCG gave:

| $m$ | $\lambda_{m+1}-\lambda_m$ | Steps |
|---|---:|---:|
| 2 | 0.97 | 12 |
| 3 | 0.01 | 143 |
| 4 | 0.01 | 55 |
| 5 | 0.01 | 21 |
| 6 | 1.00 | 13 |

Every block that cuts the cluster is slower than the two that do not. The three middle rows also show that the boundary gap alone does not fix the LOBPCG count. The bound of section 3 is only an upper bound and does not predict these differences.

**6. Which vectors are slow**

For the manuscript's block, $\kappa_i\approx1.8,\ 3.5,\ 170,\ 340$. The first two vectors are far from $\lambda_5$ and need not wait for the last two. To see this, let $\lambda_1,\dots,\lambda_{q+1}$ be distinct, with $q<m$, and let $\varepsilon_q$ be the size of the contamination in the lowest $q$ Ritz vectors.

We first need the mixing inside the block. Write Ritz vector $i$ as $\sum_jc_jy_j$, where $y_j$ is column $j$ of $Y$ and $c_i=1$. Its residual is orthogonal to $y_j$. For $j\ne i$ the leading terms are

$$(\lambda_j-\lambda_i)c_j+z_j^TB_iz_i=0
\quad\Rightarrow\quad
c_j=\frac{z_j^TB_iz_i}{\lambda_i-\lambda_j}.$$

For $i\le q<j$ this is at most $\|B_i\|\,\|Z\|\,\varepsilon_q/(\lambda_{q+1}-\lambda_q)$ in size, which is small relative to $\varepsilon_q$ once $\|Z\|\ll(\lambda_{q+1}-\lambda_q)/\|B_i\|$. If $q$ falls inside the cluster, this condition is restrictive. The preconditioned residual can push vector $i$ towards $y_j$ by $O(\varepsilon_q)$, but the trial space contains $y_j$, so the push can be subtracted. The subtraction adds excluded components of only $O(\varepsilon_q\|Z\|)$. The argument of section 3 then bounds the excess of the lowest $q$ Ritz values by a factor $\rho_q^2+O(\|Z\|)$, where $\rho_q$ uses $\kappa_1,\dots,\kappa_q$. The gaps in $\rho_q$ still run to $\lambda_{m+1}$; the internal splitting $\lambda_{q+1}-\lambda_q$ enters only the range of $\|Z\|$ over which this argument applies.

For $m=4$, $q=2$, starting near the solution, the largest energy ratio in a steepest-descent step was 0.305, against a bound of 0.311. From the random start, LOBPCG needed 8, 11, 50 and 51 steps for the four eigenvectors. The early success of the first two, while the others were still inaccurate, is an observation beyond the local estimate.

**7. What an internal cluster can cost**

The formula for $c_j$ does contain an internal splitting. It describes how well individual eigenvectors are resolved, not how fast the subspace converges. For contamination of size $\varepsilon$ and splitting $\delta$, the mixing scales as $\varepsilon^2/\delta$, provided this is small. A tight cluster can delay its individual vectors, but the mixing falls by the square of the factor by which $\varepsilon$ falls. In the numerical check, halving $Z$ reduced the largest mixing from $6.06\times10^{-6}$ to $1.51\times10^{-6}$, a factor of four. At $\delta=0$ individual vectors are undefined, while their subspace remains well defined.

With $m=6$, the internal spacing was varied while $\lambda_6=3$, $\lambda_7=4$ and $T$ were held fixed. LOBPCG took 13 steps at spacings 0.2 and 0.01, and 15 at $10^{-3}$, $10^{-6}$ and zero. These counts come from one starting block and do not establish a trend with the spacing; the derivation does not predict the two extra steps. It does show that $\kappa_6$ is the same in all five runs, and that at zero spacing the other cluster columns merely share its value.

Step counts are also not a measure of work. Six vectors require more matrix products per step than four, and a larger Rayleigh–Ritz problem. Counting one product per vector and step, the LOBPCG table gives $6\times13=78$ against $4\times55=220$, so here the larger block still needs fewer products.

**Recommendation**

The block should be extended to six vectors, even if only four are wanted, unless the required accuracy makes the choice within the cluster immaterial. The manuscript should replace the spacing within the cluster, as the quantity that enters the local convergence bound, by "the gap from each block eigenvalue to the first excluded one, as it enters the preconditioned condition number". This quantity sets an upper bound on the contraction per step; as the table in section 5 shows, it does not by itself fix the LOBPCG step count. If $\lambda_m=\lambda_{m+1}$, the target subspace itself is not unique, and the convergence statement above does not apply.

## Values computed for the example and the checks

```
matrix size 120  spectrum of S from 0.8 to 1.2
lowest seven eigenvalues: [1.   2.   2.97 2.98 2.99 3.   4.  ]  largest: 100.0
error tolerance for all step counts: 1e-06
energy excess, degenerate cluster: direct 0.0298626, quadratic 0.0298657
projector change after rotating the block basis: 1.9e-14
m=4: kappa_i = [  1.83   3.52 170.16 340.24]
m=6: kappa_i = [1.65 2.34 4.41 4.45 4.49 4.53]
fixed step m=4: error factor measured 0.997168, predicted 0.997168
fixed step m=6: error factor measured 0.785089, predicted 0.787537
steepest descent m=4, lowest 2: largest energy ratio 0.3050, bound 0.3107
LOBPCG m=4, lowest 2: largest energy ratio 0.1154, bound 0.3107
steepest descent m=6, lowest 6: largest energy ratio 0.3814, bound 0.4079
LOBPCG m=6, lowest 6: largest energy ratio 0.1073, bound 0.4079
largest internal mixing: 6.056e-06; with Z halved: 1.514e-06
LOBPCG m=2: outside gap 0.97, subspace steps 12
LOBPCG m=3: outside gap 0.01, subspace steps 143
LOBPCG m=4: outside gap 0.01, subspace steps 55
   steps for each eigenvector: [8, 11, 50, 51]
LOBPCG m=5: outside gap 0.01, subspace steps 21
LOBPCG m=6: outside gap 1.00, subspace steps 13
   steps for each eigenvector: [7, 8, 13, 13, 13, 13]
steepest descent m=4: subspace steps 2555
steepest descent m=6: subspace steps 33
internal spacing 0.2: subspace steps 13, slowest eigenvector 13
internal spacing 0.01: subspace steps 13, slowest eigenvector 13
internal spacing 0.001: subspace steps 15, slowest eigenvector 14
internal spacing 1e-06: subspace steps 15, slowest eigenvector 15
internal spacing 0: subspace steps 15, slowest eigenvector undefined in the degenerate cluster
```
